# Cutoff thickness of the second TE mode in a silicon slab

## Problem

A flat silicon layer of thickness $d$ and refractive index $n_1=3.476$ lies between two thick layers of silica of index $n_2=1.444$. Light of vacuum wavelength $\lambda=1550$ nm travels along the layer, in the $z$ direction. How thick must the silicon be before it guides a second TE mode?

The slab occupies $|x|<d/2$, so $d$ is the full thickness. It is unbounded in the $y$ and $z$ directions, the materials are lossless and non-magnetic, and the silica is treated as infinitely thick. TE means that the electric field points along $y$, parallel to the faces. The modes are numbered from zero in order of decreasing propagation constant $\beta$, so the second mode is TE$_1$.

## A first estimate by scaling

Let $k_0=2\pi/\lambda$. Inside the silicon the light can be pictured as plane waves with wavevector of length $k_0n_1$, zigzagging between the faces. The component along $z$ is $\beta$, and the transverse component is
$$\kappa=\sqrt{k_0^2n_1^2-\beta^2}.$$
The light stays in the slab if it is totally reflected at the faces, which requires $\beta>k_0n_2$. Hence
$$\kappa<k_0S,\qquad S=\sqrt{n_1^2-n_2^2}.$$
The transverse wavelength $2\pi/\kappa$ is therefore longer than
$$\Lambda=\frac{2\pi}{k_0S}=\frac{\lambda}{S}.$$
This is the natural length for the cutoff thickness, which should be a number of order one times $\Lambda$.

To guess that number, note that the second mode should have two lobes of opposite sign. If each lobe had to fit between the faces, with the field vanishing there as at a metal wall, the slab would have to hold one full transverse wavelength. The estimate is then $d\approx\Lambda$. With the given indices,
$$S^2=12.082576-2.085136=9.997440,\qquad S=3.16187,$$
$$\Lambda=\frac{1550\text{ nm}}{3.16187}=490\text{ nm}.$$
The weak point is the assumption of a vanishing field at the faces, since the field extends into the silica.

## Exact solution

**The wave equation.** Take $E_y=E(x)\,e^{i(\beta z-\omega t)}$. Faraday's law, $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$, gives the magnetic field. With the common exponential factor left out,
$$H_x=-\frac{\beta}{\omega\mu_0}E,\qquad H_z=\frac{1}{i\omega\mu_0}E'.$$
The $y$ component of $\nabla\times\mathbf H=-i\omega\varepsilon_0n^2\mathbf E$ is $i\beta H_x-H_z'=-i\omega\varepsilon_0n^2E$. Inserting the fields, and using $-1/i=i$, we get
$$-\frac{i\beta^2}{\omega\mu_0}E+\frac{i}{\omega\mu_0}E''=-i\omega\varepsilon_0n^2E.$$
Multiplication by $\omega\mu_0/i$, with $\omega^2\mu_0\varepsilon_0=k_0^2$, leads to
$$E''+(k_0^2n^2-\beta^2)E=0.$$
The tangential fields $E_y$ and $H_z$ are continuous at each face, so $E$ and $E'$ are continuous.

**The range of $\beta$.** In the silica, $E''=(\beta^2-k_0^2n_2^2)E$. A field that decays away from the slab requires $\beta>k_0n_2$. For smaller $\beta$ the solutions oscillate, and at equality they are straight lines, which do not decay.

There is also an upper limit. Multiply the wave equation by the real function $E$ and integrate over all $x$. Integration by parts gives $\int EE''\,dx=-\int E'^2dx$, because the field vanishes far away and the continuity of $E$ and $E'$ removes any contribution from the faces. Thus
$$\beta^2\int E^2dx=k_0^2\int n^2E^2dx-\int E'^2dx<k_0^2n_1^2\int E^2dx,$$
so $\beta<k_0n_1$. The field oscillates in the silicon with the real wavenumber $\kappa$ defined above, and decays in the silica as $e^{-\gamma|x|}$, where
$$\gamma=\sqrt{\beta^2-k_0^2n_2^2}.$$

**Parity.** The structure is unchanged by $x\to-x$, so if $E(x)$ is a mode, $E(-x)$ is a mode with the same $\beta$. For a given $\beta$ the decaying solution on the right is fixed up to a factor, and its value and slope at the face fix its continuation to the left. Hence $E(-x)=cE(x)$. Applying the reflection twice gives $c^2=1$, so every mode is even or odd.

**Matching at the face.** Define the dimensionless quantities
$$u=\frac{\kappa d}{2},\qquad w=\frac{\gamma d}{2},\qquad V=\frac{k_0d}{2}S.$$
Since $\kappa^2+\gamma^2=k_0^2(n_1^2-n_2^2)$, they obey $u^2+w^2=V^2$.

For an even mode, put $E=A\cos\kappa x$ inside and $E=Be^{-\gamma(x-d/2)}$ to the right of the slab. Continuity of $E$ and $E'$ at $x=d/2$ requires
$$A\cos u=B,\qquad -\kappa A\sin u=-\gamma B.$$
Dividing the second equation by the first gives $\kappa\tan u=\gamma$. For an odd mode, $E=A\sin\kappa x$ inside, and
$$A\sin u=B,\qquad \kappa A\cos u=-\gamma B,$$
so $-\kappa\cot u=\gamma$. The divisions are allowed because $B=0$ would make both $E$ and $E'$ vanish at the face, and then the field would be zero everywhere. Multiplying by $d/2$,
$$u\tan u=w\quad\text{(even)},\qquad -u\cot u=w\quad\text{(odd)},\qquad w=\sqrt{V^2-u^2}.$$

**Counting the modes.** A guided mode needs $u>0$ and $w>0$. The points $u=\pi/2$ and $u=\pi$ give no mode, because the matching conditions there require either $w=0$ or $B=0$.

In the interval $0<u<\pi/2$, the cotangent is positive, so there is no odd mode. The even function $u\tan u$ rises from zero without bound, while $\sqrt{V^2-u^2}$ starts at $V$ and falls. They cross once for any $V>0$. This root is TE$_0$, which has no cutoff in the symmetric slab.

In the interval $\pi/2<u<\pi$, the tangent is negative, so there is no even mode. The odd function rises, because
$$\frac{d}{du}(-u\cot u)=\frac{u-\sin u\cos u}{\sin^2u}>0.$$
It starts from zero at $u=\pi/2$ and grows without bound as $u\to\pi$. The falling curve $\sqrt{V^2-u^2}$ meets it once if $V>\pi/2$. If $V\le\pi/2$, no point of this interval satisfies $u<V$, and there is no root.

Any further root has $u>\pi$ and needs $V>\pi$. Because $\beta^2=k_0^2n_1^2-(2u/d)^2$, a larger $u$ means a smaller $\beta$ at fixed thickness. The odd root just found is therefore the second mode, TE$_1$.

**The cutoff.** The condition $V>\pi/2$ reads
$$\frac{\pi d}{\lambda}S>\frac{\pi}{2},$$
or $d>d_c$ with
$$d_c=\frac{\lambda}{2\sqrt{n_1^2-n_2^2}}=\frac{1550\text{ nm}}{2\times3.16187}=245.1\text{ nm}\;(0.2451\ \mu\text{m}).$$

The first decimal is as far as the indices justify. Differentiating the logarithm of $d_c$ gives
$$\frac{\delta d_c}{d_c}=-\frac{n_1\,\delta n_1-n_2\,\delta n_2}{n_1^2-n_2^2}.$$
An uncertainty of $0.0005$ in each index, half a unit in its last digit, can shift $d_c$ by up to about $0.06$ nm. For real silicon the spread is larger: a published dispersion fit giving $n_1=3.4777$ lowers $d_c$ by about $0.15$ nm, and so does a temperature rise of about 10 K.

## Comparing the estimate with the exact result

The scaling with $\lambda/S$ was right, but the estimated thickness of 490 nm is twice the exact one. The reason lies in the condition at the faces. At cutoff $\gamma=0$, so the field in the silica is flat. Continuity of $E'$ then requires zero slope at the faces, rather than zero field. The odd field inside is
$$E=A\sin\frac{\pi x}{d_c},$$
which runs from $-A$ at one face to $+A$ at the other. The slab holds half a transverse wavelength instead of a whole one.

This picture can be checked by direct integration, taking the flat field in the silica as given. Setting $\beta=k_0n_2$, one starts at one face with a flat field and integrates the wave equation through the silicon until the slope first vanishes again. This happens after 245.1 nm, with the field reversed in sign, as the numerical output shows.

The third mode gives a second comparison. In $\pi<u<3\pi/2$ the function $u\tan u$ again rises from zero without bound, so TE$_2$ appears when $V>\pi$, that is, when $d>\Lambda=490$ nm. Three lobes between walls of vanishing field would need $3\Lambda/2=735$ nm. The wall picture again asks for half a transverse wavelength too much, but its excess relative to the exact value has dropped from 100% to 50%.

A numerical diagonalization of the wave equation, made without assuming parity, supports both thresholds. It finds one guided mode at 240.2 nm and two at 250.0 nm, then two at 485.3 nm and three at 495.1 nm.

## On either side of the cutoff

A slab of 220 nm is 25.1 nm below the cutoff. It has $V=1.4099<\pi/2=1.5708$ and guides one TE mode, with effective index $\beta/k_0=2.848$.

At 260 nm, $V=1.6662$ and there are two TE modes, with effective indices 2.963 and 1.471. The second value is close to the silica index of 1.444, which means that TE$_1$ is weakly held. Its field falls by a factor $e$ over $1/\gamma=879$ nm in the silica, more than three times the thickness of the slab.

The size of this length follows from an expansion near cutoff. Put $u=\pi/2+\epsilon$ with small $\epsilon$. Then $-\cot u=\tan\epsilon\approx\epsilon$, so $w\approx\pi\epsilon/2$. Since $u=\sqrt{V^2-w^2}$ differs from $V$ only at second order in $\epsilon$, we have $\epsilon\approx V-\pi/2$, and
$$\frac1\gamma=\frac{d}{2w}\approx\frac{d}{\pi(V-\pi/2)}.$$
At 260 nm this gives $260\text{ nm}/(\pi\times0.0954)\approx870$ nm, within 2% of the value from the full matching equation. The agreement is closer than either step alone, because here $\epsilon$ is 7% smaller than $V-\pi/2$ while $w$ is 6% larger than $\pi\epsilon/2$, and the two errors nearly cancel. As $d$ approaches $d_c$ from above, the decay length grows without bound. At $d=d_c$ the field no longer decays, so the inequality $d>d_c$ is strict.

This growth also limits the use of the result. Close to cutoff, the tail of TE$_1$ reaches through any silica layer of finite thickness, and the assumption of infinite cladding fails. With 2 μm of silica between the 260 nm slab and a silicon substrate, for example, TE$_1$ leaks into the substrate at roughly 30 dB/cm, while the loss of TE$_0$ is negligible. The formula further relies on equal indices above and below the silicon (with air on top, the TE$_1$ cutoff moves to about 270 nm and TE$_0$ acquires a cutoff near 25 nm), and on a slab much wider than the light field. A narrow strip confines the light sideways as well, and its modes require a separate calculation.

## Values computed for the example and the checks

```
core index: 3.476 (no unit)
cladding index: 1.444 (no unit)
vacuum wavelength: 1550 nm
core index squared: 12.082576 (no unit)
cladding index squared: 2.085136 (no unit)
difference of squares: 9.997440 (no unit)
root of the difference: 3.16187 (no unit)
transverse wavelength in core at cutoff: 490.22 nm
TE1 cutoff thickness, formula: 245.11 nm
TE1 cutoff thickness, formula: 0.2451 um
TE1 cutoff thickness, integration: 245.11 nm
exit field / entry field at cutoff: -1.0000 (no unit)
guided TE modes at 50.00 nm: 1
guided TE modes at 240.21 nm: 1
guided TE modes at 250.01 nm: 2
guided TE modes at 485.31 nm: 2
guided TE modes at 495.12 nm: 3
V at 220 nm: 1.4099 (no unit)
V at 260 nm: 1.6662 (no unit)
pi/2: 1.5708 (no unit)
margin of 220 nm slab below cutoff: 25.1 nm
TE0 n_eff at 220 nm, matching: 2.848
TE0 n_eff at 220 nm, grid: 2.848
TE0 n_eff at 260 nm, matching: 2.963
TE0 n_eff at 260 nm, grid: 2.963
TE1 n_eff at 260 nm, matching: 1.471
TE1 n_eff at 260 nm, grid: 1.471
TE1 decay length at 260 nm, matching: 879 nm
TE1 decay length at 260 nm, grid: 879 nm
```
